\section*{Electron spilling into ghost vacuum states of negatively charged periodic slabs, part 1}

(Sections cited here and not found follow in the second part.)

\section{Ghost vacuum states in negatively charged slabs}

A neutral slab in a periodic cell becomes more accurate as vacuum is added. A negatively charged slab with a uniform compensating background does not. Beyond a critical cell length $L_c$ the self-consistent ground state takes electrons off the slab and puts them in the middle of the vacuum, in bands that belong to no atom. The calculation can converge all the same, and then its total energy, charge-transition level and Fermi level describe a slab that carries less charge than was asked for. In the model treated below, with one excess electron per $900$ bohr$^2$ bound by $3.7$ eV, the loss begins at $L_c=81.5$ bohr ($43.1$ \AA); $31\%$ of the excess charge has left the slab at $L=160$ bohr and $52\%$ at $L=320$ bohr. The cause is electrostatic. The background makes a parabolic well for electrons in the vacuum, the depth of the well grows in proportion to $L$, and the binding of the highest occupied slab level does not.

\subsection{The well}

Hartree atomic units are used ($e=\hbar=m=4\pi\epsilon_0=1$). The cell has area $A$ in the plane and length $L$ along $z$, and the slab is centred at $z=0$. It carries $q>0$ excess electrons per cell, or $\sigma=q/A$ per area. Let $n(z)$ be the planar average of the electron density minus the ionic charge density, so that $\int n\,dz=\sigma$ over one period. Dropping the $\mathbf G=0$ term of the Coulomb sum is the same as adding a uniform positive charge density $\sigma/L$, which makes the cell neutral. The total charge density is $\rho=\sigma/L-n$ and the electrostatic potential obeys $\phi''=-4\pi\rho$. An electron has charge $-1$, so its potential energy is $V=-\phi$ and
\begin{equation}
V''(z)=4\pi\left[\frac{\sigma}{L}-n(z)\right].
\label{eq:poisson}
\end{equation}
In the vacuum $n=0$ and $V''=4\pi\sigma/L>0$: the potential energy curves upward and can have a minimum there.

Equation~\eqref{eq:poisson} is solved by $V(z)=\int n(z')\,G(z-z')\,dz'+\text{const}$, where $G$ is periodic and satisfies $G''=4\pi[1/L-\delta(z)]$ near the origin. The function
\begin{equation}
G(z)=\frac{2\pi}{L}\left(|z|-\frac L2\right)^2=\frac{\pi L}{2}-2\pi|z|+\frac{2\pi z^2}{L},\qquad |z|\le L,
\label{eq:green}
\end{equation}
has the three properties needed. Away from $z=0$ its second derivative is $4\pi/L$. Its slope is $+2\pi$ at $z=0^-$ and $-2\pi$ at $z=0^+$, a jump of $-4\pi$, which is the term $-4\pi\delta(z)$. For $0<z<L$ one has $|z-L|-L/2=L/2-z$, whose square equals $(z-L/2)^2$, so $G(z-L)=G(z)$ and the function is periodic.

For a thin sheet, $n=\sigma\delta(z)$ and $V=\sigma G+\text{const}$. The minimum is at mid-vacuum, where $G(L/2)=0$, and the depth of the well below the sheet is
\begin{equation}
D=V(0)-V(L/2)=\frac{\pi\sigma L}{2}=\frac{\pi qL}{2A}.
\label{eq:depth}
\end{equation}
The factor can be read from the field. The slope of $V$ is $-2\pi\sigma$ next to the sheet, as for an isolated sheet, and rises linearly to zero at $L/2$. Its mean is $-\pi\sigma$, and $\pi\sigma$ times the distance $L/2$ is $D$. In rydberg the same energy is $\pi qL/A$.

The middle term of Eq.~\eqref{eq:green} shows what the background does and what it does not do. An isolated negative sheet gives $V=-2\pi\sigma|z|$, a ramp that falls without limit, so it has no strictly bound electron state at all. A level bound by $W$ below the top of the ramp is a resonance that decays by field emission through a triangular barrier, with WKB exponent
\begin{equation}
2\int_0^{W/F}\sqrt{2(W-Fz)}\,dz=\frac{4\sqrt2}{3}\,\frac{W^{3/2}}{F},\qquad F=2\pi\sigma .
\end{equation}
The ramp comes from the charge of the slab. The background adds the term $2\pi\sigma z^2/L$, which bends the ramps of neighbouring slabs into one parabola. The bare ramp would drop by $\pi\sigma L$ over the distance $L/2$; the background gives back $2\pi\sigma(L/2)^2/L=\pi\sigma L/2$ and leaves $D$. The vacuum states are called ghosts because the positive charge that holds them is a device of the calculation. The tendency of the electrons to leave is real for any isolated negatively charged sheet.

A plane-wave code reports $V$ with zero cell average. The average of $G$ over one period is $(2\pi/L)\cdot\frac1L\int_{-L/2}^{L/2}x^2dx=(2\pi/L)(L^2/12)=\pi L/6$. Subtracting it gives $V(0)=\pi\sigma L/2-\pi\sigma L/6=\pi\sigma L/3$ and $V(L/2)=-\pi\sigma L/6$. Both drift with $L$, so eigenvalues from cells of different length cannot be compared before a common reference is chosen. Below, energies are referred to $V(L/2)$.

For $q=1$, $A=900$ bohr$^2$ and $L=80$ bohr, $\pi\sigma=0.003491$ Ha and $D=0.003491\times40=0.1396$ Ha, which is $3.80$ eV. Summing the Fourier series of the Poisson solution term by term gives $V(0)=0.093084$ Ha and $V(L/2)=-0.046542$ Ha, with difference $0.139626$ Ha, equal to Eq.~\eqref{eq:depth}. The series gives a slope of $-0.006979$ Ha/bohr between $z=0.01$ and $0.02$ bohr; the parabola gives $-2\pi\sigma(1-2z/L)$ at the midpoint $z=0.015$ bohr, or $-0.006981\times0.9996$, the same number.

\subsection{Why the depth is not $\pi qL/(4A)$}

The quantity $\pi qL/(4A)$, half of $D$, does occur in this problem, as an average. Move a fraction $f$ of the charge from the sheet at $z=0$ to a second thin sheet at $L/2$. The electrostatic energy per area is $E=\frac12\iint n\,G\,n$ plus terms that involve the background, and these do not depend on where the charge sits because the background is uniform. With charges $(1-f)\sigma$ and $f\sigma$,
\begin{align}
E(f)&=\tfrac12\sigma^2\left\{[(1-f)^2+f^2]\,G(0)+2f(1-f)\,G(L/2)\right\},\\
E(f)-E(0)&=-\sigma^2f(1-f)\,[G(0)-G(L/2)]=-\frac{\pi\sigma^2L}{2}\,f(1-f),
\end{align}
where $(1-f)^2+f^2=1-2f(1-f)$ was used. The gain per electron for the first charge moved is $-dE/d(f\sigma)$ at $f=0$, which is $\pi\sigma L/2=D$. At $f=\frac12$ the two sheets are equivalent, the driving force has fallen to zero, and the total gain $\pi\sigma^2L/8$ divided by the moved charge $\sigma/2$ is $\pi\sigma L/4$, or $0.0698$ Ha at $L=80$ bohr. Whether spilling starts is decided by the first charge moved, so the depth that enters the criterion is $D$. Using $D/2$ would put the onset of the example at about $161$ bohr in place of $81.5$ bohr and would declare safe a range of cells in which up to $31\%$ of the charge has left.

\subsection{Thick slabs and localised charges}

Let the slab fill $|z|<t/2$, leaving a vacuum of width $w=L-t$. For $z$ in the vacuum, $t/2<z<L-t/2$, every source point has $0<z-z'<L$, so the absolute value in Eq.~\eqref{eq:green} can be dropped. With $\bar z=\sigma^{-1}\int z\,n\,dz$ and $s^2=\sigma^{-1}\int(z-\bar z)^2n\,dz$, write $z-z'-L/2=(z-\bar z-L/2)-(z'-\bar z)$ and square; the cross term integrates to zero by the definition of $\bar z$, and
\begin{equation}
V(z)=\frac{2\pi\sigma}{L}\left[\left(z-\bar z-\frac L2\right)^2+s^2\right]+\text{const}.
\label{eq:vacuum}
\end{equation}
The curvature is the same whatever the slab does inside, screening included. A dipole only shifts the centre of the parabola by $\bar z$; if the dipole is so large that $|\bar z|>w/2$, the minimum lies at a surface and the harmonic analysis below does not apply. From here on the slab is mirror symmetric and $\bar z=0$. The depth from the slab edge is then
\begin{equation}
V(t/2)-V(L/2)=\frac{2\pi\sigma}{L}\left(\frac w2\right)^2=\frac{\pi\sigma w^2}{2L}.
\label{eq:edge}
\end{equation}
For $t=20$ bohr and $L=80$ bohr this is $0.139626\times(60/80)^2=0.07854$ Ha, and the Fourier series gives this value both for a charge spread evenly through the slab and for a charge split between the two faces.

A charged defect is localised in the plane as well. The background has no in-plane structure, so for an in-plane reciprocal vector $\mathbf g\ne0$ a lattice of point charges gives $V_g''-g^2V_g=-4\pi(q/A)\delta(z)$. The decaying solution is $V_g=(2\pi q/Ag)\,e^{-g|z|}$, since its slope jumps by $-2g$ times the prefactor. The images along $z$ form two geometric series,
\begin{equation}
\sum_{j\ge0}e^{-g(z+jL)}+\sum_{j\ge1}e^{-g(jL-z)}=\frac{e^{-gz}+e^{-g(L-z)}}{1-e^{-gL}}=\frac{\cosh g(L/2-z)}{\sinh(gL/2)},
\end{equation}
the last form following on multiplying above and below by $e^{gL/2}/2$. The potential outside a spherical defect charge is therefore the parabola plus
\begin{equation}
V_{\rm lat}(\boldsymbol\rho,z)=\sum_{\mathbf g\ne0}\frac{2\pi q}{Ag}\,\frac{\cosh g(L/2-z)}{\sinh(gL/2)}\cos(\mathbf g\cdot\boldsymbol\rho).
\end{equation}
For a square cell of side $30$ bohr and $L=80$ bohr, on the axis through the defect, $V_{\rm lat}$ is $2.3\times10^{-3}$ Ha at $z=20$ bohr and $6.3\times10^{-5}$ Ha at mid-vacuum, the latter about $1\%$ of the zero-point energy found next. A full three-dimensional reciprocal-lattice sum for a Gaussian charge confirms this decomposition. The lowest vacuum state is constant in the plane, so $V_{\rm lat}$ does not shift it in first order. The planar picture holds when $g_{\min}L/2\gg1$, that is, when $L$ is well above the cell side divided by $\pi$.

\subsection{The ghost levels}

Assume that the only potential in the empty vacuum is the electrostatic one. This holds approximately for the local density approximation (LDA) and for gradient approximations whose potential vanishes with the density, such as PBE; it would not hold for a potential with an image tail. The potential vanishes only as $n^{1/3}$, so the tail of the slab density still acts on the vacuum states: in the model below at $L=80$ bohr, LDA exchange evaluated on that tail lowers the lowest vacuum level by about $3\times10^{-4}$ Ha, some $4\%$ of its zero-point energy. With $x=z-L/2$, Eq.~\eqref{eq:vacuum} reads $V-V(L/2)=\frac12\omega^2x^2$ with
\begin{equation}
\omega^2=\frac{4\pi\sigma}{L}=\frac{4\pi q}{AL},
\end{equation}
the plasma frequency of an electron gas as dense as the background. The states are plane waves in the plane times oscillator functions of width $\ell=\omega^{-1/2}$ along $z$:
\begin{equation}
\varepsilon_{\nu\mathbf k}-V(L/2)=\left(\nu+\tfrac12\right)\omega+\tfrac12k^2,\qquad\nu=0,1,\dots
\label{eq:ghost}
\end{equation}
The parabola ends at the slab, so Eq.~\eqref{eq:ghost} needs $\ell\ll w/2$. Since $D=\omega^2L^2/8$, the ratio $D/\omega=\frac12(L/2\ell)^2$ counts roughly how many levels fit in the well of a thin slab. At $L=80$ bohr, $\omega=0.013211$ Ha, $\ell=8.70$ bohr and $D/\omega=10.6$.

\subsection{The slab level and the onset}

The slab level must be referred to the same zero. The treatment is mean field. The neutral slab supplies a short-ranged potential $v_0(z)$ that vanishes in the vacuum and is held fixed; $n$ is now the density of the excess electrons alone, $n=\sigma\psi_0^2$, where $\psi_0$ is the lowest state of $-\frac12\partial_z^2+v_0+V$. Inserting the second form of Eq.~\eqref{eq:green}, and using $\int n(z')(z-z')^2dz'=\sigma(z^2+\langle z^2\rangle)$ for even $n$,
\begin{equation}
V(z)=D-2\pi\int n(z')|z-z'|\,dz'+\frac{2\pi\sigma}{L}\left(z^2+\langle z^2\rangle\right).
\end{equation}
With the same constant, Eq.~\eqref{eq:vacuum} gives $V(L/2)=2\pi\sigma\langle z^2\rangle/L$, and subtraction leaves
\begin{equation}
V(z)-V(L/2)=D-2\pi\int n(z')|z-z'|\,dz'+\frac{2\pi\sigma z^2}{L}.
\label{eq:split}
\end{equation}
The second term is the potential of the isolated charged slab. Outside the charge, at $z>0$, it equals $-2\pi\int n(z')(z-z')dz'=-2\pi\sigma z$, so its zero is the apex that the two ramps would have if continued to $z=0$. Let $-B$ be the level of the isolated slab, in the potential $v_0-2\pi\int n|z-z'|dz'$; $B$ depends on $\sigma$ but not on $L$, and it is defined up to the width of the resonance. For a slab thin against $L$ the third term is a small perturbation. In first order it adds $2\pi\sigma\langle z^2\rangle/L$. It also changes $\psi_0$ by an amount of order $\sigma/L$, which changes the second term by order $\sigma^2/L$; its own second-order effect is of order $\sigma^2/L^2$. Hence
\begin{equation}
\varepsilon_0-V(L/2)=D-B+\frac{2\pi\sigma\langle z^2\rangle}{L}+O(\sigma^2/L).
\label{eq:slablevel}
\end{equation}

The highest occupied energy $\mu$ depends on what the excess electrons fill. For a free-electron band in the plane, two spin states fill a disc of radius $k_F$ with $\sigma=2\pi k_F^2/(2\pi)^2=k_F^2/2\pi$, so the band is filled to $k_F^2/2=\pi\sigma$ and the density of states per area is $1/\pi$. Then $\mu=\varepsilon_0+\pi\sigma$, and the binding of the top electron below the apex is $W=B-\pi\sigma$. For a flat defect level the term $\pi\sigma$ is absent and $W=B$.

A ground-state calculation fills states in order of energy. The solution with all excess charge on the slab is allowed only while $\mu$ lies below the bottom of the lowest ghost band, $V(L/2)+\omega/2$. Define the excess
\begin{equation}
\Delta(L)=\frac{\pi\sigma L}{2}-W+\frac{2\pi\sigma\langle z^2\rangle}{L}-\sqrt{\frac{\pi\sigma}{L}},
\label{eq:excess}
\end{equation}
where the last term is $\omega/2$. Spilling sets in at $\Delta(L_c)=0$. The derivative $\Delta'=\pi\sigma/2+\omega/4L-2\pi\sigma\langle z^2\rangle/L^2$ is positive whenever $L^2>4\langle z^2\rangle$, which any cell containing the slab with room to spare satisfies, and $\Delta\to\infty$ as $L\to\infty$. A cell that is safe at one length therefore crosses the threshold once at a larger one, for every $q>0$ and however large $W$ is. The barrier between slab and well plays no part in the criterion. It fixes how long a real charged slab would take to emit electrons and how strongly the two kinds of state mix, but the order of filling depends on energies alone.

Dropping the last two terms of Eq.~\eqref{eq:excess} gives the estimate
\begin{equation}
L_0=\frac{2W}{\pi\sigma}=\frac{2WA}{\pi q}.
\label{eq:thumb}
\end{equation}
At $L_0$ the excess is $2\pi\sigma\langle z^2\rangle/L_0-\omega/2$, negative when the zero-point energy is the larger term, and then $L_0<L_c$. For a thick slab the expansion in $z^2/L$ is poor; it is better to use Eq.~\eqref{eq:edge}, which is exact, and to write the onset as $\pi\sigma w^2/2L-\omega/2=W_{\rm e}$, with $W_{\rm e}$ the binding of the top electron below the potential at a plane just outside the slab density, taken from a calculation at a nearby length.

\subsection{A worked model}

The parameters are round model values: $q=1$, $A=900$ bohr$^2$, and $v_0=-a^{-2}\operatorname{sech}^2(z/a)$ with $a=2$ bohr. The excess electrons interact through the Hartree potential only and the in-plane band is sampled continuously. The self-consistent solutions quoted here come from the numerical check, which solves Eq.~\eqref{eq:poisson} on a Fourier grid and makes no use of the parabola in the equations it solves.

The neutral level is exact. For $\psi_0=(2a)^{-1/2}\operatorname{sech}(z/a)$, normalised because $\int\operatorname{sech}^2(z/a)\,dz=2a$, one has $(\operatorname{sech}u)''=\operatorname{sech}u-2\operatorname{sech}^3u$, so
\begin{equation}
-\tfrac12\psi_0''+v_0\psi_0=\frac{1}{\sqrt{2a}\,a^2}\left[-\tfrac12\operatorname{sech}+\operatorname{sech}^3-\operatorname{sech}^3\right]=-\frac{1}{2a^2}\psi_0 ,
\end{equation}
a level at $-0.125$ Ha. To first order in $\sigma$ the charge lowers it, relative to the apex, by $2\pi\sigma\langle|z-z'|\rangle$, with $z$ and $z'$ both distributed as $\psi_0^2$; the level goes down because the spread charge rounds the potential off below the apex. The distance $|z-z'|$ is the length of the set of points $s$ lying between $z$ and $z'$. With $P(s)=\int_{-\infty}^s\psi_0^2\,dz=\frac12[1+\tanh(s/a)]$, the probability that $s$ lies between them is $2P(1-P)=\frac12\operatorname{sech}^2(s/a)$, and its integral over $s$ is $a$. For the second moment, expand $\operatorname{sech}^2u=4e^{-2u}/(1+e^{-2u})^2=4\sum_{j\ge1}(-1)^{j+1}je^{-2ju}$ for $u>0$ and use $\int_0^\infty u^2e^{-2ju}du=1/4j^3$:
\begin{equation}
\langle z^2\rangle=a^2\int_0^\infty u^2\operatorname{sech}^2u\,du=a^2\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}=\frac{\pi^2a^2}{12}.
\end{equation}
Quadrature gives $1.9999$ bohr and $3.2899$ bohr$^2$. The first-order binding is
\begin{equation}
B_1(\sigma)=\frac{1}{2a^2}+2\pi\sigma a=0.125+0.013963=0.138963\ \text{Ha}.
\end{equation}

Solving Eq.~\eqref{eq:slablevel} for $B$ with the self-consistent $\varepsilon_0$ and $\langle z^2\rangle$ gives $0.139482$ Ha at $L=40$ bohr and $0.139535$ Ha at $L=70$ bohr. Over that range $D$ changes by $0.003491\times15=0.052$ Ha and the extracted $B$ by $5.3\times10^{-5}$ Ha, a drift attributed to the $O(\sigma^2/L)$ remainder, although its scaling with $\sigma$ and $L$ was not tested. The excess of $B$ over $B_1$ is $5.2\times10^{-4}$ Ha and falls by a factor $4.33$ when $\sigma$ is halved, close to the factor $4$ of a second-order term. The charged state is wider than the neutral one, $\langle z^2\rangle=3.65$ bohr$^2$ at $L=40$ bohr, since the ramp pulls the density outward. Then $W=0.139482-0.003491=0.135991$ Ha, or $3.70$ eV.

At $L=80$ bohr Eq.~\eqref{eq:slablevel}, with $B$ from $L=70$ bohr, gives $0.139626-0.139535+0.006981\times3.65/80=0.00041$ Ha; the self-consistent level is $0.000406$ Ha above $V(L/2)$, and $\mu=0.000406+0.003491=0.003897$ Ha. The two lowest vacuum levels are at $0.006606$ and $0.019817$ Ha, equal to $\omega/2$ and $3\omega/2$. The whole occupied slab band already lies above the floor of the well, yet less than $10^{-4}$ of the excess charge is found farther than $20$ bohr from the slab: the zero-point energy keeps the ghost band $0.0027$ Ha above $\mu$.

A direct search for the length at which the second self-consistent level meets $\mu$ gives $L_c=81.52$ bohr. Equation~\eqref{eq:excess} gives $81.49$ bohr with $B$ and $\langle z^2\rangle$ from $L=40$ bohr. At the self-consistent $L_c$ the terms are $D-\omega/2=0.142281-0.006544=0.135737$ Ha and $W-2\pi\sigma\langle z^2\rangle/L=0.135991-0.000313=0.135678$ Ha. The mismatch of $5.9\times10^{-5}$ Ha has the size of the drift of $B$ seen between $40$ and $70$ bohr, and divided by $\Delta'\approx0.00178$ Ha/bohr it is the $0.03$ bohr between the two lengths. With the analytic $B_1$ and the neutral $\langle z^2\rangle$ the prediction is $81.21$ bohr, $0.4\%$ below the self-consistent value. The estimate~\eqref{eq:thumb} is $L_0=2\times0.135991/0.003491=77.9$ bohr, $4\%$ below $L_c$.

The depth of the vacuum well, the ghost levels and the slab level together fix the cell length $L_c$ at which spilling begins, and the self-consistent model confirms the criterion. It remains to find how much charge leaves beyond $L_c$, to treat positive slabs and the effect of exchange and correlation, and to say what to do in practice.
